# Spin-lifetime anisotropy in graphene on a transition-metal dichalcogenide: a numerical check

```python
"""
Spin lifetimes of graphene with valley-Zeeman and Rashba coupling.
Result under test (motional narrowing):
    1/tau_z = Omega_R^2 tau_p
    1/tau_x = Omega_R^2 tau_p / 2 + Omega_V^2 tau_v
    tau_z/tau_x = 1/2 + (lam_vz/lam_r)^2 tau_v/tau_p
Omega_V = 2 lam_vz/hbar, Omega_R = 2 lam_r/hbar,
tau_p: momentum relaxation time, tau_v: decay time of a valley imbalance,
w = 1/(2 tau_v): hopping rate from one valley to the other.
Independent road: spin fields from the four-band Hamiltonian drive a
two-valley kinetic equation on a ring of angles, propagated in time.
Units inside: meV, ps, nm.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import expm, block_diag

HBAR = const.hbar / const.e * 1e3 * 1e12      # meV ps
KB = const.k / const.e * 1e3                  # meV / K
VELOCITY = 1000.0                             # nm / ps
LATTICE = 0.246                               # nm
FERMI = 150.0                                 # meV
K_FERMI = FERMI / (HBAR * VELOCITY)           # 1 / nm
N_ANGLE = 12
ANGLES = 2 * np.pi * np.arange(N_ANGLE) / N_ANGLE

ID2 = np.eye(2)
PX = np.array([[0, 1], [1, 0]], complex)
PY = np.array([[0, -1j], [1j, 0]])
PZ = np.diag([1.0, -1.0]).astype(complex)


def band_field(theta, valley, lam_vz, lam_r, pia=0.0, gap=0.0, km=0.0):
    """Spin precession vector (rad/ps) of the conduction band, four-band H."""
    kx, ky = K_FERMI * np.cos(theta), K_FERMI * np.sin(theta)
    h = HBAR * VELOCITY * np.kron(valley * kx * PX + ky * PY, ID2)
    h = h + lam_vz * valley * np.kron(ID2, PZ)
    h = h + lam_r * (valley * np.kron(PX, PY) - np.kron(PY, PX))
    h = h + pia * LATTICE * np.kron(ID2, kx * PY - ky * PX)
    h = h + gap * np.kron(PZ, ID2) + km * valley * np.kron(PZ, PZ)
    energy, state = np.linalg.eigh(h)
    top = state[:, 3]
    spin = [np.real(top.conj() @ np.kron(ID2, s) @ top) for s in (PX, PY, PZ)]
    return (energy[3] - energy[2]) / HBAR * np.array(spin)


def collision(tau_p, tau_v, g_inter=-0.25):
    """Collision matrix; g_inter is the mean cosine of intervalley events."""
    hop = 1 / (2 * tau_v)
    intra = (1 / tau_p - hop * (1 - g_inter)) / 0.5
    assert intra > -1e-9
    cosine = np.cos(ANGLES[:, None] - ANGLES[None, :])
    gain = intra * np.kron(ID2, (1 + cosine) / N_ANGLE)
    gain = gain + hop * np.kron(PX.real, (1 + 2 * g_inter * cosine) / N_ANGLE)
    return gain - (intra + hop) * np.eye(2 * N_ANGLE)


def generator(lam_vz, lam_r, tau_p, tau_v, g_inter=-0.25, **extra):
    blocks = []
    for valley in (1, -1):
        for theta in ANGLES:
            x, y, z = band_field(theta, valley, lam_vz, lam_r, **extra)
            blocks.append(np.array([[0, -z, y], [z, 0, -x], [-y, x, 0]]))
    scatter = np.kron(collision(tau_p, tau_v, g_inter), np.eye(3))
    return scatter + block_diag(*blocks)


def uniform(axis):
    return np.tile(np.eye(3)[axis], 2 * N_ANGLE)


def total_spin(matrix, axis, time):
    start = uniform(axis)
    return start @ expm(matrix * time) @ start / (2 * N_ANGLE)


def evolved_lifetimes(*args, **kwargs):
    """Late-time decay of the total spin between 20 and 30 ps: tau_x, tau_z."""
    step = expm(10.0 * generator(*args, **kwargs))
    result = []
    for axis in (0, 2):
        start = uniform(axis)
        early = step @ (step @ start)
        late = step @ early
        result.append(10.0 / np.log((start @ early) / (start @ late)))
    return result


def law(lam_vz, lam_r, tau_p, tau_v):
    om_v, om_r = 2 * lam_vz / HBAR, 2 * lam_r / HBAR
    rate_x = om_r**2 * tau_p / 2 + om_v**2 * tau_v
    return 1 / rate_x, 1 / (om_r**2 * tau_p)


# Example parameters: rough, rounded values
LVZ, LR, TP, TV, TEMP = 0.25, 0.15, 0.05, 0.25, 300.0
PIA, GAP, KM = 0.5, 0.5, 0.03
OM_V, OM_R = 2 * LVZ / HBAR, 2 * LR / HBAR
HOP = 1 / (2 * TV)

# Projected spin field against the four-band Hamiltonian, with and without PIA
for valley in (1, -1):
    for theta in (0.3, 1.9, 4.4):
        for pia in (0.0, PIA):
            planar = 2 * (LR + LATTICE * K_FERMI * pia) / HBAR
            expected = np.array([-planar * np.sin(theta),
                                 planar * np.cos(theta), valley * OM_V])
            found = band_field(theta, valley, LVZ, LR, pia=pia)
            assert np.allclose(found, expected, atol=5e-3 * OM_V)

# Current and valley imbalance decay with tau_p and tau_v
scatter = collision(TP, TV)
current = np.tile(np.cos(ANGLES), 2)
imbalance = np.repeat([1.0, -1.0], N_ANGLE)
assert np.allclose(scatter @ current, -current / TP)
assert np.allclose(scatter @ imbalance, -imbalance / TV)

# Narrowing law in weak coupling, including a ratio below one
weak_cases = [(0.05, 0.03, 0.05, 0.25, -0.25),
              (0.01, 0.05, 0.05, 0.10, -0.25),
              (0.03, 0.04, 0.10, 0.20, 0.0)]
for *case, g_inter in weak_cases:
    assert np.allclose(evolved_lifetimes(*case, g_inter), law(*case), rtol=0.01)
low_x, low_z = evolved_lifetimes(*weak_cases[1])
assert low_z < low_x

# Rashba alone gives one half
only_r = evolved_lifetimes(0.0, 0.05, TP, TV)
assert abs(only_r[1] / only_r[0] - 0.5) < 0.005

# Only isotropic intervalley scattering: ratio passes one at equal couplings
for lam_vz, check in ((0.04, -1), (0.05, 0), (0.06, 1)):
    tx, tz = evolved_lifetimes(lam_vz, 0.05, 0.05, 0.025, 0.0)
    if check == 0:
        assert abs(tz / tx - 1) < 0.01
    else:
        assert check * (tz / tx - 1) > 0.1

# Valley-Zeeman alone: S_z is conserved, S_x is a damped oscillator
for lam_vz in (LVZ, 1.0):
    matrix = generator(lam_vz, 0.0, TP, TV)
    assert abs(total_spin(matrix, 2, 5.0) - 1) < 1e-8
    root = np.sqrt(complex((2 * lam_vz / HBAR)**2 - HOP**2))
    for t in (0.5, 1.0, 2.0):
        closed = np.exp(-HOP * t) * (np.cos(root * t)
                                     + HOP / root * np.sin(root * t))
        assert abs(total_spin(matrix, 0, t) - closed.real) < 1e-6

# No hopping: the in-plane spin returns fully after one period
period = 2 * np.pi / OM_V
return_without = total_spin(generator(LVZ, 0.0, TP, np.inf), 0, period)
return_with = total_spin(generator(LVZ, 0.0, TP, TV), 0, period)
assert abs(return_without - 1) < 1e-6 and return_with < 0.5

# Example; fourth-order terms are of relative size (Omega_V tau_v)^2
law_x, law_z = law(LVZ, LR, TP, TV)
num_x, num_z = evolved_lifetimes(LVZ, LR, TP, TV)
assert abs(num_x / law_x - 1) < 2 * (OM_V * TV)**2
assert abs(num_z / law_z - 1) < 0.02

# Faster hopping lengthens tau_x and leaves tau_z nearly unchanged
fast_x, fast_z = evolved_lifetimes(LVZ, LR, TP, TV / 2)
assert fast_x > 1.8 * num_x and abs(fast_z / num_z - 1) < 0.02

# Sizes of neglected effects
pia_ratios = []
for sign in (1, -1):
    tx, tz = evolved_lifetimes(LVZ, LR, TP, TV, pia=sign * PIA)
    pia_ratios.append(tz / tx)
gap_x, gap_z = evolved_lifetimes(LVZ, LR, TP, TV, gap=GAP, km=KM)
kt = KB * TEMP


def thermal(power, low=0.0, high=FERMI + 30 * kt):
    """Integral of |E|^power times minus the Fermi-function derivative."""
    return quad(lambda e: abs(e)**power
                / (4 * kt * np.cosh((e - FERMI) / (2 * kt))**2),
                low, high, limit=200)[0]


factor_p = thermal(2) / thermal(1) / FERMI    # tau_p proportional to E
factor_v = thermal(0) / thermal(1) * FERMI    # tau_v proportional to 1/E
warm_x, warm_z = law(LVZ, LR, TP * factor_p, TV * factor_v)
holes = thermal(1, -20 * kt, 0.0) / thermal(1)
ey_rate = (LR / FERMI)**2 / TP
ring = np.linspace(0, 2 * np.pi, 361)
qx = 4 * np.pi / (3 * LATTICE) + K_FERMI * np.cos(ring)
qy = K_FERMI * np.sin(ring)
hopping_sum = abs(1 + 2 * np.cos(qx * LATTICE / 2)
                  * np.exp(1j * qy * LATTICE * np.sqrt(3) / 2))
warping = np.ptp(hopping_sum) / hopping_sum.mean()
density = K_FERMI**2 / np.pi                   # 1 / nm^2
states = 2 * FERMI / (np.pi * (HBAR * VELOCITY)**2)
mobility = states * VELOCITY**2 * TP / 2 / density   # nm^2 / (meV ps) * e
mobility_cm = mobility * 1e-14 * 1e3 * 1e12          # cm^2 / (V s)

print("EXAMPLE INPUTS (rough, rounded)")
print(f"valley-Zeeman coupling lam_vz      {LVZ:.2f} meV")
print(f"Rashba coupling lam_r              {LR:.2f} meV")
print(f"Fermi energy                       {FERMI:.0f} meV")
print(f"Dirac velocity                     {VELOCITY:.0f} nm/ps")
print(f"lattice constant                   {LATTICE:.3f} nm")
print(f"temperature                        {TEMP:.0f} K")
print(f"momentum relaxation time tau_p     {TP:.3f} ps")
print(f"valley relaxation time tau_v       {TV:.3f} ps")
print(f"hopping rate w                     {HOP:.2f} 1/ps")
print("INTERMEDIATE VALUES")
print(f"Fermi wave number                  {K_FERMI:.4f} 1/nm")
print(f"electron density (T=0)             {density * 1e14:.3e} 1/cm2")
print(f"mobility (T=0)                     {mobility_cm:.0f} cm2/Vs")
print(f"Omega_V                            {OM_V:.4f} rad/ps")
print(f"Omega_R                            {OM_R:.4f} rad/ps")
print(f"Omega_V tau_v                      {OM_V * TV:.4f}")
print(f"Omega_R tau_p                      {OM_R * TP:.4f}")
print(f"valley part of 1/tau_x             {OM_V**2 * TV:.5f} 1/ps")
print(f"Rashba part of 1/tau_x             {OM_R**2 * TP / 2:.5f} 1/ps")
print(f"1/tau_z                            {OM_R**2 * TP:.5f} 1/ps")
print("RESULTS")
print(f"tau_x law, kinetic                 {law_x:.3f}, {num_x:.3f} ps")
print(f"tau_z law, kinetic                 {law_z:.2f}, {num_z:.2f} ps")
print(f"tau_z/tau_x law, kinetic           {law_z / law_x:.2f}, "
      f"{num_z / num_x:.2f}")
print(f"tau_v where ratio is one           {TP * LR**2 / (2 * LVZ**2):.4f} ps")
print(f"tau_v where S_x starts to oscillate (lam_r=0) {1 / (2 * OM_V):.3f} ps")
print(f"S_x after one period, no hopping   {return_without:.4f}")
print(f"S_x after one period, hopping      {return_with:.4f}")
print(f"that period                        {period:.3f} ps")
print("tau_v(ps) tau_x law, kinetic(ps) tau_z kinetic(ps) ratio kinetic")
for tv in (0.125, 0.25, 0.5):
    tx, tz = evolved_lifetimes(LVZ, LR, TP, tv)
    print(f"{tv:.3f}  {law(LVZ, LR, TP, tv)[0]:.3f}  {tx:.3f}  "
          f"{tz:.2f}  {tz / tx:.2f}")
print("NEGLECTED EFFECTS")
print(f"PIA coupling taken (rough)         {PIA:.2f} meV")
print(f"its shift of lam_r                 {LATTICE * K_FERMI * PIA:.4f} meV")
print(f"ratio with PIA +, - (kinetic)      {pia_ratios[0]:.2f}, "
      f"{pia_ratios[1]:.2f}")
print(f"gap term, Kane-Mele term (rough)   {GAP:.2f}, {KM:.2f} meV")
print(f"ratio with both (kinetic)          {gap_z / gap_x:.2f}")
print(f"kT                                 {kt:.2f} meV")
print(f"thermal factor, tau_p ~ E          {factor_p:.3f}")
print(f"thermal factor, tau_v ~ 1/E        {factor_v:.3f}")
print(f"ratio with both factors (law)      {warm_z / warm_x:.2f}")
print(f"valence-band thermal weight        {holes:.1e}")
print(f"Elliott-Yafet rate / (1/tau_z)     {ey_rate * law_z:.1e} (order)")
print(f"trigonal warping, peak to peak     {100 * warping:.2f} %")
print(f"level broadening hbar/tau_p        {HBAR / TP:.2f} meV")
print("OK")
```

It prints:

```
EXAMPLE INPUTS (rough, rounded)
valley-Zeeman coupling lam_vz      0.25 meV
Rashba coupling lam_r              0.15 meV
Fermi energy                       150 meV
Dirac velocity                     1000 nm/ps
lattice constant                   0.246 nm
temperature                        300 K
momentum relaxation time tau_p     0.050 ps
valley relaxation time tau_v       0.250 ps
hopping rate w                     2.00 1/ps
INTERMEDIATE VALUES
Fermi wave number                  0.2279 1/nm
electron density (T=0)             1.653e+12 1/cm2
mobility (T=0)                     3333 cm2/Vs
Omega_V                            0.7596 rad/ps
Omega_R                            0.4558 rad/ps
Omega_V tau_v                      0.1899
Omega_R tau_p                      0.0228
valley part of 1/tau_x             0.14426 1/ps
Rashba part of 1/tau_x             0.00519 1/ps
1/tau_z                            0.01039 1/ps
RESULTS
tau_x law, kinetic                 6.691, 6.448 ps
tau_z law, kinetic                 96.28, 96.37 ps
tau_z/tau_x law, kinetic           14.39, 14.95
tau_v where ratio is one           0.0090 ps
tau_v where S_x starts to oscillate (lam_r=0) 0.658 ps
S_x after one period, no hopping   1.0000
S_x after one period, hopping      0.3012
that period                        8.271 ps
tau_v(ps) tau_x law, kinetic(ps) tau_z kinetic(ps) ratio kinetic
0.125  12.933  12.820  96.38  7.52
0.250  6.691  6.448  96.37  14.95
0.500  3.405  2.818  96.37  34.20
NEGLECTED EFFECTS
PIA coupling taken (rough)         0.50 meV
its shift of lam_r                 0.0280 meV
ratio with PIA +, - (kinetic)      10.75, 22.35
gap term, Kane-Mele term (rough)   0.50, 0.03 meV
ratio with both (kinetic)          14.97
kT                                 25.85 meV
thermal factor, tau_p ~ E          1.097
thermal factor, tau_v ~ 1/E        0.996
ratio with both factors (law)      13.12
valence-band thermal weight        5.2e-04
Elliott-Yafet rate / (1/tau_z)     1.9e-03 (order)
trigonal warping, peak to peak     1.62 %
level broadening hbar/tau_p        13.16 meV
OK
```
